\section*{Ramping the Hubbard U: Why a Followed Solution Can Be Metastable}

\section{What a U ramp does}

A $U$ ramp raises the Hubbard parameter $U$ in steps, starting each self-consistent calculation from the previous solution. This is numerical continuation in $U$. It follows one stationary solution of a functional that changes with $U$, and it does not compare that solution with others. A ramp that starts in the ground state at $U=0$ and never loses its solution can therefore end in a metastable state.

A model with one electron and three orbitals shows this in closed form. Its followed solution $A$ is a strict local minimum for every $U\ge 0$. A second solution $B$ becomes a local minimum at $U_s$ and the ground state above a single crossing $U_x>U_s$. With the round parameters used below, $U_s=1.30$~eV and $U_x=2.50$~eV. At $U=4$~eV the ramp ends 0.159~eV (0.0058~hartree) above the ground state.

Here ``ground state'' means the global minimum of the stated functional at the stated $U$. The formulas hold in atomic units or any other consistent energy unit.

\section{The equations of continuation}

Let $n$ be the occupation matrix of the correlated shell in one spin channel. The rotationally invariant correction with a single effective $U$ gives
\begin{equation}
E(x;U)=E_0(x)+U D(x),\qquad D=\tfrac12\operatorname{Tr}(n-n^2), \label{eq:E}
\end{equation}
where $x$ denotes independent real coordinates of the state, with normalisation and overall phase removed. The eigenvalues of $n$ lie between 0 and 1, so $D\ge0$. It vanishes when they are all 0 or 1. The shell projectors are fixed and $E_0$ is smooth.

A solution satisfies $\nabla E(x(U);U)=0$. Differentiating with respect to $U$, with $K$ the Hessian of $E$, gives
\begin{equation}
Kx'+\nabla D=0\quad\Rightarrow\quad x'=-K^{-1}\nabla D. \label{eq:tangent}
\end{equation}
While $K$ is nonsingular, the implicit function theorem guarantees a unique smooth continuation nearby. The predictor $x+\Delta U\,x'$ has a leading error $\tfrac12x''\Delta U^2$, which the self-consistent cycle then corrects. An ordinary ramp uses the cruder predictor $x$ itself, with an error of first order in $\Delta U$.

The energy along the branch obeys
\begin{align}
\frac{dE}{dU}&=\nabla E\cdot x'+D=D, \label{eq:slope}\\
\frac{d^2E}{dU^2}&=\nabla D\cdot x'=-\nabla D\cdot K^{-1}\nabla D\le0. \label{eq:concave}
\end{align}
The first line uses stationarity. The inequality holds on a branch of minima with positive definite $K$. Such a branch lowers its penalty $D$, or keeps it constant, as $U$ grows.

For two branches, \eqref{eq:slope} gives
\begin{equation}
\frac{d(E_A-E_B)}{dU}=D_A-D_B. \label{eq:gap}
\end{equation}
The branch with the more fractional occupations, as measured by $D$, loses ground. Nothing in \eqref{eq:tangent} refers to the other branch, so the followed solution gives no signal when the energies cross.

\section{A model with a crossing}

One electron of one spin has the orbital $c=(c_a,c_b,c_L)$. Orbitals $a$ and $b$ form the correlated shell, and $L$ is a ligand orbital. The one-electron matrix is
\begin{equation}
h=\begin{pmatrix}d&0&-t\\0&-e&0\\-t&0&0\end{pmatrix},\qquad d,e,t>0,\quad t^2>e(e+d). \label{eq:h}
\end{equation}
Let $P$ project on the shell, and set $p=Pc$ and $w=p^\dagger p$. Then $n=pp^\dagger$ and $n^2=wn$, so $\operatorname{Tr}(n-n^2)=w-w^2$ and
\begin{equation}
E=\langle h\rangle+\tfrac U2\,w(1-w). \label{eq:model}
\end{equation}

The base functional $\langle h\rangle$ is frozen and linear in the density matrix. The model therefore tests the algorithm, not the physical merit of the correction. If $h$ were the full Hamiltonian of this electron, the $U=0$ answer would be the correct one.

\subsection{The followed branch}

Branch $A$ has $c_b=0$, $c_a=\sin(\theta/2)$ and $c_L=\cos(\theta/2)$. Then $w=(1-\cos\theta)/2$, $2c_ac_L=\sin\theta$ and $w(1-w)=\tfrac14\sin^2\theta$, which give
\begin{equation}
E(\theta)=\tfrac d2(1-\cos\theta)-t\sin\theta+\tfrac U8\sin^2\theta. \label{eq:Etheta}
\end{equation}
Its derivative can be factored:
\begin{align}
\frac{dE}{d\theta}&=\tfrac d2\sin\theta-t\cos\theta+\tfrac U4\sin\theta\cos\theta\notag\\
&=\tfrac14\sin\theta\cos\theta\,[U-u(\theta)],\quad
u(\theta)=\frac{4t}{\sin\theta}-\frac{2d}{\cos\theta}. \label{eq:u}
\end{align}
The branch is thus $U=u(\theta)$. On $0<\theta<\pi/2$,
\begin{equation}
u'(\theta)=-\frac{4t\cos\theta}{\sin^2\theta}-\frac{2d\sin\theta}{\cos^2\theta}<0.
\end{equation}
As $U$ runs from 0 to infinity, $\theta$ falls steadily from $\theta_0$, where $\tan\theta_0=2t/d$, to 0. The branch never folds back. The electron reduces its penalty by moving to the ligand. Inserting $U=u(\theta)$ in \eqref{eq:Etheta} gives
\begin{equation}
E_A=\tfrac d2(1-\cos\theta)-\tfrac t2\sin\theta-\frac{d\sin^2\theta}{4\cos\theta}. \label{eq:EA}
\end{equation}

\subsection{Stability of the followed branch}

The energy does not change when $c_b$ changes sign or when $c$ is complex conjugated. The Hessian therefore separates into three kinds of displacement.

\emph{Real mixing of $a$ and $L$.} At the stationary point, \eqref{eq:u} gives $d^2E/d\theta^2=-\tfrac14\sin\theta\cos\theta\,u'$. The orbital rotates by $\theta/2$, so the curvature per unit rotation is four times larger:
\begin{equation}
\kappa_1=\frac{4t\cos^2\theta}{\sin\theta}+\frac{2d\sin^2\theta}{\cos\theta}>0. \label{eq:k1}
\end{equation}

\emph{Relative phase of $a$ and $L$.} The displacement $c+is(c_L,0,-c_a)$ produces a relative phase of magnitude $s(c_L/c_a+c_a/c_L)=s/(c_ac_L)$ to first order. The hopping energy then rises by $tc_ac_L\,[s/(c_ac_L)]^2=ts^2/(c_ac_L)$. The change of $w$ is of order $s^2$ and costs nothing at that order, because $E$ is stationary in $w$. The curvature is $\kappa_2=2t/\sqrt{w(1-w)}>0$.

\emph{Mixing with $b$.} Take $\sqrt{1-\eta^2}\,c_A+\eta\,b$. Then $w$ changes by $\eta^2(1-w)$ and $\langle h\rangle$ by $\eta^2(-e-\langle h\rangle_A)$, so to second order
\begin{equation}
\delta E=\eta^2\left[-e-\langle h\rangle_A+\tfrac U2(1-2w)(1-w)\right]. \label{eq:bmix}
\end{equation}
Stationarity under the normalisation constraint reads $hc+\tfrac U2(1-2w)Pc=\lambda c$. Projecting it on $c$ gives $\lambda=\langle h\rangle_A+\tfrac U2(1-2w)w$. Its $a$ component, divided by $c_a$, gives $\tfrac U2(1-2w)-\lambda=t\cot(\theta/2)-d$. The bracket in \eqref{eq:bmix} is $-e+\tfrac U2(1-2w)-\lambda$, so the curvature is
\begin{equation}
\kappa_3=2\left[t\cot(\theta/2)-d-e\right]. \label{eq:k3}
\end{equation}
It occurs twice, for real and imaginary $\eta$.

At $U=0$, $\lambda=E_A(0)$ and hence $\kappa_3=2[-e-E_A(0)]$. The $a$--$L$ block of $h+e$ has determinant $e(d+e)-t^2<0$, so one of its eigenvalues is negative. This means $E_A(0)<-e$ and $\kappa_3>0$. Along the ramp $\theta$ falls and the cotangent rises, so $\kappa_3$ grows. Branch $A$ is a strict local minimum for all $U\ge0$.

\subsection{The competing state}

State $B$ is the pure $b$ orbital. It has $w=1$, no penalty, and energy $-e$ at every $U$. Give it small amplitudes $\alpha$ on $a$ and $\beta$ on $L$. Since $w=1-|\beta|^2$, to second order
\begin{equation}
\delta E=(d+e)|\alpha|^2-2t\operatorname{Re}(\alpha^*\beta)+(e+\tfrac U2)|\beta|^2. \label{eq:Bstab}
\end{equation}
This form is positive when $(d+e)(e+U/2)>t^2$, that is, when
\begin{equation}
U>U_s=2\left(\frac{t^2}{d+e}-e\right). \label{eq:Us}
\end{equation}
The condition in \eqref{eq:h} makes $U_s$ positive. Below $U_s$, $B$ is a saddle.

\section{Which state is the ground state}

Local tests cannot settle this, so first minimise $\langle h\rangle$ at fixed $w$. Put $|c_a|=\sqrt w\,y$ and $|c_b|=\sqrt{w(1-y^2)}$ with $0\le y\le1$, and choose $a$ and $L$ in phase, which gives the lowest hopping energy. With $\delta=d+e$,
\begin{equation}
\langle h\rangle=-ew+\delta wy^2-2t\sqrt{w(1-w)}\,y. \label{eq:quad}
\end{equation}
This parabola in $y$ has its minimum at $y=(t/\delta)\sqrt{(1-w)/w}$. That value is allowed if $w\ge w^*=t^2/(t^2+\delta^2)$; otherwise $y=1$ is best. The lowest value is
\begin{equation}
g(w)=\begin{cases}dw-2t\sqrt{w(1-w)},&w\le w^*,\\[2pt]-ew-t^2(1-w)/\delta,&w\ge w^*.\end{cases} \label{eq:g}
\end{equation}
The ground-state energy is the minimum of $f(w)=g(w)+\tfrac U2w(1-w)$.

For $w\ge w^*$, $g$ is linear and the $U$ term is concave, so the minimum lies at an end: $w=1$, which is $B$, or $w^*$, which also belongs to the first part.

In the first part $c_b=0$ and the energy is \eqref{eq:Etheta} with $0\le\theta\le\pi$. Since $E(\pi-\theta)-E(\theta)=d\cos\theta$, a state with $\theta>\pi/2$ lies above its mirror image below $\pi/2$. On $0<\theta<\pi/2$, \eqref{eq:u} shows that $E$ falls until $U=u(\theta)$ and rises afterwards. The lowest value is $E_A$. Therefore
\begin{equation}
E_{\min}(U)=\min\{E_A(U),-e\}. \label{eq:min}
\end{equation}

By \eqref{eq:slope}, $dE_A/dU=\tfrac18\sin^2\theta>0$. The energy $E_A$ starts below $-e$ and tends to 0 as $\theta\to0$, by \eqref{eq:EA}. It meets $-e$ once, at $U_x$. Below $U_x$ the ramp is in the ground state; above $U_x$ it is not.

Near $B$, put $z=1-w$. The second line of \eqref{eq:g} and the definition of $U_s$ give
\begin{equation}
f=-e+\tfrac12(U-U_s)z-\tfrac12Uz^2. \label{eq:nearB}
\end{equation}
At $U_x$ no state lies below $-e$, so the linear term must be positive there. Hence $U_s<U_x$, and both minima exist at the crossing.

\subsection{The barrier}

For $U_s<U\le4t$, the maximum of \eqref{eq:nearB} is at $z=(U-U_s)/(2U)$:
\begin{equation}
E_{\text{pass}}=-e+\frac{(U-U_s)^2}{8U},\qquad w_{\text{pass}}=\frac12+\frac{U_s}{2U}. \label{eq:pass}
\end{equation}
Two checks make this the true pass.

First, $w_{\text{pass}}\ge w^*$ is needed, or $U_s/U\ge(t^2-\delta^2)/(t^2+\delta^2)$. This is immediate for $t\le\delta$. For $t>\delta$, $e<\delta$ gives $U_s>2(t^2-\delta^2)/\delta$. With $U\le4t$ and $2t\delta\le t^2+\delta^2$ the inequality follows.

Second, there must be no higher hump between $A$ and $w^*$. Positive $\kappa_3$ means $w_A<w^*$. In the first part $g''=\tfrac t2[w(1-w)]^{-3/2}\ge4t\ge U$, so $f$ is convex and rises from its minimum at $w_A$.

Any continuous path from $A$ to $B$ crosses $w_{\text{pass}}$, where its energy is at least $E_{\text{pass}}$. The path of fixed-$w$ minima reaches no higher.

\section{Why the self-consistent cycle does not warn you}

For a density matrix $\rho$ the effective Hamiltonian is $H=h+U(P/2-n)$. Expanding $n^2$ for a finite change $\delta\rho$, with shell block $\delta n$, gives
\begin{equation}
\delta E=\operatorname{Tr}(H\delta\rho)-\tfrac U2\operatorname{Tr}(\delta n)^2. \label{eq:descent}
\end{equation}
Filling the lowest orbital of $H$ makes the first term zero or negative, and the second is never positive. In this model each undamped step therefore lowers the energy or leaves it unchanged. With a density-dependent base functional, \eqref{eq:descent} gains further terms and this guarantee is lost.

Equation \eqref{eq:descent} also shows that a metastable minimum fills its lowest level. Rotate the occupied orbital by an angle $\eta$ towards an empty eigenvector of $H$. The first term is $\sin^2\eta\,(\varepsilon_{\text{empty}}-\varepsilon_{\text{occ}})$. At a local minimum $\delta E\ge0$ for small $\eta$, so this term cannot be negative. Clean convergence, correct filling and a positive Hessian are all compatible with the wrong minimum.

\section{Worked example}

Take $t=1.0$, $d=0.2$ and $e=0.6$~eV, which represent no particular material. The condition holds, since $1.00>0.6\times0.8=0.48$~eV$^2$. At the start
\[
E_A(0)=\tfrac12\left(d-\sqrt{d^2+4t^2}\right)=\tfrac12(0.200-2.010)=-0.905\ \text{eV},
\]
and $U_s=2(1/0.8-0.6)=1.30$~eV. The ramp used steps of 0.25~eV, with random disturbances of size 0.001 in every orbital amplitude:

\begin{center}
\begin{tabular}{cccc}
$U$ (eV)&$w_A$&$E_A$ (eV)&$E_A-E_B$ (eV)\\
0&0.450&$-0.905$&$-0.305$\\
2&0.404&$-0.660$&$-0.060$\\
3&0.337&$-0.543$&$+0.057$\\
4&0.231&$-0.441$&$+0.159$\\
8&0.060&$-0.237$&$+0.363$
\end{tabular}
\end{center}

Solving $E_A=-e$ gives $\theta=1.322$ and $U_x=2.50$~eV (0.0920~hartree). The occupation there is 0.377, and it varies smoothly through the crossing.

At $U=2$~eV the slope is $D_A=0.1204$, while $D_B=0$. Linear extrapolation with \eqref{eq:gap} puts the crossing at $2+0.0598/0.1204=2.497$~eV, slightly below the true 2.502~eV. The sign of the error follows from \eqref{eq:concave}: $E_A$ lies below its tangent and reaches $-e$ later. Halving the tangent step from 0.10 to 0.05~eV reduces the error in $\theta$ by a factor of 4.07, close to the 4 expected of a second-order error.

At $U=4$~eV the smallest curvature of $A$ is 1.90~eV and that of $B$ is 0.71~eV. The higher state has the stiffer softest mode here, so the smallest curvature does not rank energies. From \eqref{eq:pass},
\[
E_{\text{pass}}-E_B=\frac{(4.0-1.3)^2}{8\times4.0}=0.228\ \text{eV},
\]
and the barrier seen from $A$ is $0.228-0.159=0.069$~eV. Of 200 random complex starts at this $U$, 76 ended in $A$ and 124 in $B$. These counts depend on how the starts are drawn.

A downward ramp from $B$, in steps of 0.2~eV and with the same random disturbances, was still on $B$ at 1.4~eV and had dropped to $A$ at 1.2~eV. This brackets $U_s$. The disturbances are essential. At exact $B$ the $b$ level of $H$ is uncoupled and lies at $-e-U/2$. It remains the lowest level while $(d+e+U)(e+U/2)>t^2$, here down to $U=0.43$~eV, so an undisturbed cycle stays converged on the saddle well below $U_s$. The two directions disagree between $U_s$ and $U_x$ because $B$ is then the metastable state, and above $U_x$ because $A$ is.

The crossing does not require the $b$--$L$ coupling to be exactly zero, though it does require it to be weak. Both minima have nonsingular Hessians, so they survive a weak coupling $-v$. For $v=0.05$~eV the gap at $U=4$~eV is still 0.1585~eV, unchanged to the digits printed. Second-order estimates explain this. State $A$ falls by $2v^2(1-w_A)/\kappa_3=2(0.0025)(0.769)/2.047=0.0019$~eV. Minimising \eqref{eq:Bstab} with the added term $-2v\operatorname{Re}\beta$ lowers $B$ by $v^2\delta/[\delta(e+U/2)-t^2]=0.0025\times0.8/1.08=0.0019$~eV. Both estimates approach $2v^2/U$ at large $U$, where the coupling therefore changes the gap very little. The cancellation is less close near the crossing: at $U=2.5$~eV the two shifts are 0.0032 and 0.0042~eV, and $U_x$ moves to about 2.49~eV. A stronger coupling lowers the pass more than the minima. The metastable end of the ramp survives at $v=0.1$~eV, but at $v=0.2$~eV the upward ramp ends in the $b$-like state.

The numerical check checks the formulas against direct self-consistent solutions, finite differences and a scan of the orbitals with non-negative real amplitudes (the sign of $c_b$ does not affect the energy, and opposite signs on $a$ and $L$ only raise it).

\section{Using the setting}

\textbf{Use the ramp to follow a chosen state.} Smaller steps approximate \eqref{eq:tangent} better, and here its solution is the metastable one. A single jump from the undisturbed $U=0$ orbital to $U=4$~eV also reached $A$ in the test; from that start the $b$ level of $H$ is uncoupled and lies at $-e+U/2=1.4$~eV, above the lowest $a$--$L$ level, which is negative, so $b$ is never filled. Refining the step cannot cure a crossing.

\textbf{Compare energies at the target $U$.} Each $U$ defines a different functional, and by \eqref{eq:slope} the energy of an unchanged state with $D>0$ still shifts. Start from several distinct occupation matrices at the target value, converge each without constraints, and keep the lowest energy. This gives an upper bound on the ground-state energy; a finite set of starts does not prove that it has been reached.

\textbf{Record $D$ for every solution.} A competitor with smaller $D$ gains as $U$ rises. Equation \eqref{eq:gap} then estimates the crossing from data at one $U$.

\textbf{Ramp in both directions.} Follow each competing solution down as well as up, and disturb each start, since a symmetric start can stay converged on a saddle. Disagreement at the same $U$ reveals more than one solution, and their energies decide between them. Agreement does not exclude a third.

\textbf{Watch for a singular Hessian.} This is a different failure from a crossing. In the model with $d=0$, the state $\theta=\pi/2$ is stationary at every $U$, and \eqref{eq:Etheta} gives it the curvature $4(t-U/4)=4t-U$. At $U=4t$ it vanishes. Beyond that point $\sin\theta=4t/U$ has two solutions, one on each side of $\pi/2$, and the branch forks. The tangent is undefined at the fork, and just beyond it small disturbances can select the arm. The arm with $\theta>\pi/2$ becomes unstable towards $b$ once $t\cot(\theta/2)$ falls below $e$. A small $d>0$ removes the fork but leaves the energy crossing in place.

Equations \eqref{eq:tangent}--\eqref{eq:gap} carry over to any smooth functional of the form \eqref{eq:E} with fixed projectors. The single crossing, the barrier formula and the descent property were shown for this model. A real calculation may have several minima already at $U=0$, in which case even the start of the ramp needs the comparison of energies.

\section*{Calculated quantities}
\begin{verbatim}
Parameters: t = 1.00, d = 0.20, e = 0.60 eV
Condition: t^2 = 1.000, e(e+d) = 0.480 eV^2
Upward ramp, step 0.25 eV, disturbance 0.001 per orbital
U (eV)  w_A     E_A (eV)  E_B (eV)  E_A-E_B (eV)
 0.0  0.4502   -0.9050   -0.6000   -0.3050
 1.0  0.4341   -0.7816   -0.6000   -0.1816
 2.0  0.4037   -0.6598   -0.6000   -0.0598
 3.0  0.3374   -0.5428   -0.6000    0.0572
 4.0  0.2312   -0.4415   -0.6000    0.1585
 6.0  0.1056   -0.3102   -0.6000    0.2898
 8.0  0.0595   -0.2374   -0.6000    0.3626
B becomes a local minimum at U_s = 1.3000 eV
Crossing U_x = 2.5024 eV = 0.09196 hartree
theta at crossing = 1.3220 rad
w_A at crossing = 0.3769
Slope dE_A/dU at crossing = 0.1174
At U = 2.0 eV: theta = 1.3769 rad
  dtheta/dU, bordered system = -0.08790 rad/eV
  dtheta/dU, SCF differences = -0.08790 rad/eV
  dE/dU formula, differences = 0.120361, 0.120361
  d2E/dU2 = -0.004154 1/eV
  predictor error, step 0.10 eV = 3.705e-04 rad
  predictor error, step 0.05 eV = 9.105e-05 rad
  error ratio = 4.069
At U = 4.0 eV: theta = 1.0032 rad
  curvatures of A (eV): [1.9002 2.0473 2.0473 4.744 ]
  curvatures of B (eV): [0.7093 0.7093 6.0907 6.0907]
  E_A-E_B = 0.1585 eV = 0.00583 hartree
  w* = 0.6098, w at pass = 0.6625
  pass energy = -0.3722 eV
  barrier from A = 0.0693 eV
  barrier from B = 0.2278 eV
  random starts: 76 end in A, 124 in B
Downward ramp: last U on B = 1.4 eV
Downward ramp: first U on A = 1.2 eV
b-L coupling 0.05 eV: followed state still higher by 0.1585 eV at U = 4.0 eV
With d = 0 the branch forks at U = 4t = 4.0 eV
\end{verbatim}
